# Infrared and Raman mode counts of monoclinic hafnia from factor-group analysis, part 2

Which zone-centre phonons of monoclinic hafnia can have a dipole, and which a first-order Raman tensor? The crystal is ordered, infinite and harmonic, with space group $P2_1/c$. "Active" means permitted by symmetry, not necessarily strong. The algebra uses atomic units, with $\hbar=e=m_e=4\pi\epsilon_0=1$.

The lattice vectors are $\mathbf a$, $\mathbf b$ and $\mathbf c$. The Cartesian axis $x$ lies along $\mathbf a$, $y$ along $\mathbf b$, and $\mathbf c$ lies in the $xz$ plane. For a position $X\mathbf a+Y\mathbf b+Z\mathbf c$, the symmetry operations are, up to lattice translations,

$$
\begin{aligned}
E:&\ (X,Y,Z),\\
C_2:&\ (-X,\;Y+\tfrac12,\;-Z+\tfrac12),\\
i:&\ (-X,-Y,-Z),\\
\sigma:&\ (X,\;-Y+\tfrac12,\;Z+\tfrac12).
\end{aligned}
\tag{1}
$$

They turn each of the following rough sites into four atoms, giving twelve per cell:

$$
\begin{aligned}
\mathrm{Hf}&:(0.28,0.04,0.21),\\
\mathrm{O1}&:(0.07,0.33,0.34),\\
\mathrm{O2}&:(0.45,0.76,0.48).
\end{aligned}
\tag{4}
$$

The Cartesian rotation part of an operation is written $R$. The screw $C_2$ reverses $x$ and $z$; inversion $i$ reverses all three axes. The matrix $S(R)$ applies the operation to a displacement pattern: it carries each atom's displacement to the image atom and rotates it by $R$.

Mode $m$ has frequency $\omega_m$, normal coordinate $Q_m$ and normalized vector $e_m$, with parts $\mathbf e_{jm}$. It gives atom $j$, of mass $M_j$, the displacement $\mathbf u_j=Q_m\mathbf e_{jm}/\sqrt{M_j}$. The vectors $e_m$ are eigenvectors of the mass-weighted force-constant matrix $D$, with eigenvalues $\omega_m^2$. Indices $j,k$ label atoms, and $\alpha,\beta$ label Cartesian components. The phonon wavevector is $\mathbf q$, zero at the zone centre.

An operation multiplies mode $m$ by a sign $\chi_m(R)$, which is $s$ for $C_2$, $p$ for $i$ and $sp$ for the glide $\sigma$. The types are $A_g\,(s=1,p=1)$, $B_g\,(-1,1)$, $A_u\,(1,-1)$ and $B_u\,(-1,-1)$. Modes with $p=1$ are even and those with $p=-1$ are odd. Without the macroscopic electric field, the 33 optical modes are

$$
\Gamma_{\rm optical}=9A_g+9B_g+8A_u+7B_u .
\tag{18}
$$

### The infrared modes

To first order, mode $m$ changes the dipole of a cell by $Q_m\mathbf p_m$. Applying a symmetry operation to the displaced crystal rotates this dipole by $R$. It also multiplies the mode by its sign $\chi_m(R)$. The two descriptions must agree:

$$
R\,\mathbf p_m=\chi_m(R)\mathbf p_m .
\tag{19}
$$

Inversion gives $-\mathbf p_m=p\,\mathbf p_m$, so every even mode has $\mathbf p_m=0$. For an odd mode the screw gives

$$
(-p_{mx},\,p_{my},\,-p_{mz})=s\,(p_{mx},\,p_{my},\,p_{mz}).
\tag{20}
$$

If $s=1$, the $x$ and $z$ components vanish. If $s=-1$, the $y$ component vanishes. The eight $A_u$ modes therefore have dipoles along $\mathbf b$, and the seven $B_u$ modes have dipoles in the $ac$ plane. This makes $8+7=15$ infrared-active modes.

The link to the permittivity follows from the energy of a mode in a macroscopic field $\mathbf E$, which contains the term $-Q_m\mathbf p_m\cdot\mathbf E$. For a field of frequency $\omega$ the equation of motion is

$$
(\omega_m^2-\omega^2)Q_m=\mathbf p_m\cdot\mathbf E .
\tag{21}
$$

The lattice polarization is $\Omega^{-1}\sum_mQ_m\mathbf p_m$, where $\Omega$ is the cell volume. Inserting $Q_m$ and using $\mathbf E+4\pi\mathbf P$ for the electric displacement gives

$$
\epsilon_{\alpha\beta}(\omega)=\epsilon^\infty_{\alpha\beta}
+\frac{4\pi}{\Omega}\sum_m
\frac{p_{m\alpha}p_{m\beta}}{\omega_m^2-\omega^2}.
\tag{22}
$$

The electronic part is $\epsilon^\infty$, and damping is left out. At $\omega=0$ a small $\omega_m$ raises the permittivity if $\mathbf p_m$ is not zero. The eight $A_u$ modes supply the lattice part of $\epsilon_{yy}$, and the seven $B_u$ modes supply that of $\epsilon_{xx}$, $\epsilon_{zz}$ and $\epsilon_{xz}$.

### The Raman modes

Let the polarizability of the cell be $\alpha_0+Q_m\alpha_m$ to first order. If $Q_m$ oscillates as $\cos\omega_mt$ in light that varies as $\cos\omega_Lt$, the second term produces the factor

$$
\cos\omega_mt\cos\omega_Lt
=\tfrac12\cos[(\omega_L-\omega_m)t]+\tfrac12\cos[(\omega_L+\omega_m)t].
\tag{23}
$$

These are the two shifted Raman frequencies, so a mode scatters in first order if $\alpha_m\ne0$. The polarizability carries two vector indices, and both are rotated:

$$
R\,\alpha_mR^T=\chi_m(R)\alpha_m .
\tag{24}
$$

Under inversion the two minus signs cancel, leaving $\alpha_m=p\,\alpha_m$. Every odd mode therefore has $\alpha_m=0$. For an even mode, the screw reverses $x$ and $z$. The components $xx$, $yy$, $zz$ and $xz$ contain an even number of reversed indices and require $s=1$. The components $xy$ and $yz$ contain one reversed index and require $s=-1$. Away from electronic resonance the tensor is symmetric, and its two possible forms are

$$
\alpha(A_g)=\begin{pmatrix}a&0&d\\0&b&0\\d&0&c\end{pmatrix},
\qquad
\alpha(B_g)=\begin{pmatrix}0&f&0\\f&0&g\\0&g&0\end{pmatrix}.
\tag{25}
$$

The letters in (25) are independent constants, not lattice lengths. All nine $A_g$ and all nine $B_g$ modes may scatter, which makes 18. Inversion excludes any overlap with the infrared set. Since each of the four types permits one response, no optical mode is silent.

The result also reduces the number of calculations in a finite-difference treatment. Displacing all 33 modes in both directions takes 66 polarizability calculations, while the 18 even modes take 36. For a $B_g$ mode, the screw turns $Q$ into $-Q$, so the second polarizability follows from the first by rotation. The number falls to $9\times2+9=27$. Displacing single atoms lowers the number again. Three inequivalent atoms, three directions and two signs require 18 calculations, and symmetry supplies the derivatives for the other atoms. Fewer calculations need not mean less computing time, however. An $A_g$ displacement keeps all four operations and a $B_g$ displacement keeps inversion, which can shorten each calculation, whereas displacing a single atom leaves no such symmetry to use.

### The macroscopic field

A long lattice wave with direction $\hat{\mathbf q}$ can carry an electric field. Let its wavelength be long compared with the cell but short compared with that of light at the phonon frequency, so that electrostatics applies. Give atom $j$ a scalar charge $Z_j$, with zero total charge per cell, and take $\epsilon^\infty$ as a number. The field is parallel to $\hat{\mathbf q}$, and without free charge the longitudinal electric displacement vanishes:

$$
\epsilon^\infty\,\hat{\mathbf q}\cdot\mathbf E
+\frac{4\pi}{\Omega}\sum_kZ_k\,\hat{\mathbf q}\cdot\mathbf u_k=0 .
\tag{26}
$$

The force on atom $j$ is $Z_j\mathbf E$. Dividing by $\sqrt{M_j}$ and moving this force to the side of the restoring forces adds to $D$ the matrix

$$
D^{\rm field}_{j\alpha,k\beta}
=\frac{4\pi}{\Omega\epsilon^\infty}\,w_{j\alpha}w_{k\beta},
\qquad
w_{j\alpha}=\frac{Z_j\hat q_\alpha}{\sqrt{M_j}} .
\tag{27}
$$

The sign is positive because the field in (26) opposes the polarization. For mode $m$, the product $\sum_{j\alpha}w_{j\alpha}e_{j\alpha m}$ equals $\hat{\mathbf q}\cdot\mathbf p_m$. A mode with $\hat{\mathbf q}\cdot\mathbf p_m=0$ feels no added force and keeps its frequency, which covers all even modes.

A non-degenerate mode with $\hat{\mathbf q}\cdot\mathbf p_m\ne0$ must move. To see this, write $\kappa=4\pi/(\Omega\epsilon^\infty)$ and let $f$ be an eigenvector with the field included and eigenvalue $\lambda$. Projecting its equation on $e_m$ gives

$$
(\omega_m^2-\lambda)(e_m\cdot f)
=-\kappa\,(\hat{\mathbf q}\cdot\mathbf p_m)(w\cdot f).
\tag{28}
$$

If $\lambda=\omega_m^2$, then $w\cdot f=0$. In that case $f$ is also an eigenvector of $D$ with eigenvalue $\omega_m^2$, so it is proportional to $e_m$. This requires $\hat{\mathbf q}\cdot\mathbf p_m=0$, contrary to the assumption.

The field thus moves the eight $A_u$ modes for $\mathbf q$ along $\mathbf b$. It moves the seven $B_u$ modes for $\mathbf q$ in the $ac$ plane, unless $\mathbf q$ happens to be perpendicular to one of their dipoles. In a general direction it moves all fifteen. It changes infrared frequencies and can mix $A_u$ with $B_u$, but it creates no additional mode.

### A spring model of hafnia

The example uses the rough positions in (4), with $a=0.512$ nm, $b=0.517$ nm, $c=0.529$ nm and $\beta=99.2^\circ$, where $\beta$ is the angle between $\mathbf a$ and $\mathbf c$. The volume is $abc\sin\beta=0.138$ nm³. Each Hf has seven O neighbours within 0.25 nm, the nearest at 0.203 nm. The masses are 178.5 u for Hf and 16.0 u for O.

Every pair of atoms closer than 0.48 nm is joined by a spring that resists changes of length. Its constant is

$$
k(r)=1000\ \frac{\rm eV}{\rm nm^2}\,
\exp\!\left[-\frac{r-0.21\ {\rm nm}}{0.05\ {\rm nm}}\right].
\tag{29}
$$

Numerical diagonalization of $D$ gives three translations and 33 optical modes. Their energies in eV are:

- $A_g$: 0.0181, 0.0185, 0.0252, 0.0380, 0.0628, 0.0647, 0.0758, 0.0883, 0.0937
- $B_g$: 0.0183, 0.0202, 0.0240, 0.0559, 0.0690, 0.0792, 0.0847, 0.0915, 0.0984
- $A_u$: 0.0193, 0.0203, 0.0416, 0.0635, 0.0689, 0.0791, 0.0863, 0.0898
- $B_u$: 0.0250, 0.0425, 0.0571, 0.0610, 0.0698, 0.0781, 0.0932

The fourth decimal separates neighbouring modes of the model and claims no such accuracy for the material. The highest energy, 0.098 eV, corresponds to 793 cm⁻¹.

Charges of $+5$ on Hf and $-2.5$ on O give the mode dipoles. For the Raman tensors, each pair of atoms closer than 0.48 nm contributes $e^{-r/(0.10\,{\rm nm})}(1+\hat{\mathbf r}\hat{\mathbf r}^T)$ to the polarizability, in arbitrary units, and the sum is differentiated by finite differences along each mode. Fifteen modes have a dipole and the other eighteen have a Raman tensor. Symmetry does not make the permitted responses large. The weakest active dipole is 0.013 of the strongest. Since (22) contains its square, its oscillator strength is about $2\times10^{-4}$ of the largest. The weakest active Raman tensor has 0.020 of the largest norm. This ratio depends on the range of the polarizability sum: with the same springs it falls to 0.014 for pairs out to 0.6 nm and settles at 0.0135 for 1.1 nm and beyond.

Tetragonal hafnia shows that the absence of silent modes is not general. Take $a=0.36$ nm and $c=0.52$ nm, with Hf at $(0,0,0)$ and $(\tfrac12,\tfrac12,\tfrac12)$. With $h=0.20$, put O at $(0,\tfrac12,h)$, $(\tfrac12,0,-h)$, $(0,\tfrac12,\tfrac12+h)$ and $(\tfrac12,0,\tfrac12-h)$. The same springs, charges and pair polarizability give 15 optical modes: five infrared-active, nine Raman-active and one silent.

### What the ideal count leaves out

With $\epsilon^\infty=4.4$ and $\mathbf q$ along $\mathbf b$, the matrix in (27) raises the $A_u$ energies by up to 0.0095 eV when the two sets are paired in order of energy. This is about a tenth of the highest mode energy, so infrared frequencies must be compared with the direction of $\mathbf q$ in mind.

A finite linewidth hides modes. Let two neighbours merge if they lie closer than 0.001 eV, a rough typical width. The fifteen infrared modes then form 13 groups and the eighteen Raman modes form 16. In the list above, both infrared mergers join an $A_u$ mode to a $B_u$ mode, so light polarized along $\mathbf b$ or in the $ac$ plane would separate them in a single crystal. Two other infrared gaps exceed 0.001 eV by less than 1%, so a slightly larger width would reduce the number of groups to 11.

Parity is a strict label at $\mathbf q=0$. With phases taken from the actual atomic positions, inversion turns $D(\mathbf q)$ into $D(-\mathbf q)$. The part linear in $q$ therefore changes sign under inversion and couples even modes to odd ones. If the coupling is small compared with the separation of the squared frequencies, the admixed amplitude is proportional to $q$ and its weight to $q^2$. For a mode that is mainly of one parity, this weight is

$$
\eta=\tfrac12\left(1-|e^\dagger S(i)e|\right).
\tag{30}
$$

Indeed, amplitudes $\cos\theta$ and $\sin\theta$ of the two parities give $e^\dagger S(i)e=\pm\cos2\theta$, and hence $\eta=\sin^2\theta$ for $\theta\le45^\circ$.

For Raman backscattering at 532 nm with a rough refractive index of 2.1, $q=4\pi\times2.1/532=0.050$ nm⁻¹. Diagonalizing the spring model at this $q$ along $\mathbf b$, without the macroscopic field, gives, over the 33 optical branches, a median $\eta$ of $3\times10^{-5}$ and a largest value of $1\times10^{-3}$. A film of thickness 5 nm suggests $q=\pi/5=0.63$ nm⁻¹ as a simple measure of confinement. The median is then 0.0045 and the largest value 0.11. Adding the matrix in (27) hardly changes the two medians, but it raises the largest values to about 0.09 and 0.45. The field moves one $A_u$ mode to about 0.076 eV, almost on top of an $A_g$ mode, and the coupling is then no longer small compared with their separation. The largest weight therefore depends on such near coincidences, while the median is a steadier measure. With $\epsilon^\infty=4.2$ the two largest values become 0.05 and 0.42, and with $\epsilon^\infty=4.6$ they become 0.009 and 0.32. Extending the springs to 0.60 nm gives 0.017 and 0.37 with the field and 0.0015 and 0.13 without it. The medians change by less than 10% in all these cases. These weights measure the mixing of displacements and are not line intensities. A film that keeps an inversion centre still has modes of definite parity. Different materials on its two faces remove that centre, and forbidden lines may then appear.

Thermal motion is modest. In a crystal of $N$ cells, a single zone-centre mode moves all cells together, and the mean square of its $Q_m$ is $(2N\omega_m)^{-1}\coth(\omega_m/2k_BT)$. There are $N$ wavevectors. If the optical modes at all of them are given the zone-centre frequencies and vectors, their contributions add up to $(2\omega_m)^{-1}\coth(\omega_m/2k_BT)$ for each $m$. Multiplying this sum by $|\mathbf e_{jm}|^2/M_j$, summing over the optical modes and averaging over the oxygen atoms gives a root-mean-square displacement of 0.0086 nm at 300 K. This is 4% of the shortest Hf–O bond. The estimate omits acoustic motion and the change of the optical modes with wavevector. A sum over all branches and the whole Brillouin zone with the same springs, without the macroscopic field, gives 0.0097 nm, about 5% of the bond. Scattering by two phonons can add features that are not part of the one-phonon count.

### The model beside a real gate stack

Monoclinic hafnia is the stable bulk form at room temperature, and the cell, charges and $\epsilon^\infty$ used here are rough typical values for it. Real effective charges are tensors that differ between the two oxygen sites; this changes the strengths but not the symmetry argument. The real phonon spectrum also extends to roughly 0.1 eV, but the individual model energies are not predictions. A gate film may be amorphous, may contain other polymorphs, or may be a polycrystal with vacancies and strain gradients. At the wavevector set by a thickness of 5 nm, the mixing of even and odd zone-centre patterns has a median weight of about 0.005 in this model. It reaches 0.1 to 0.45 only for pairs of modes that happen to lie close together in the model, which need not do so in the material. Such mixing alone does not remove the parity of a film that keeps an inversion centre. Disorder is not sized here. In an amorphous film there is no crystal wavevector or factor group, and the numbers fifteen and eighteen no longer apply.
